# Stress at a Circular Hole in a (001) Silicon Membrane

## The question

A flat (001) silicon membrane contains a circular hole of radius \(a\). Far from the hole it carries a uniaxial tension \(\sigma\) in its plane, at an angle \(\varphi\) from [100]. The hole edge is free. Take the \(x\) axis along the load, the \(y\) axis across it in the plane, and the origin at the hole centre; \(\theta\) is the polar angle from \(x\).

Let P be the edge point at \(\theta=90^\circ\). The edge tangent at P is parallel to the load, so the hoop stress there is \(\sigma_x\). Write it as \(K\sigma\). P thus lies on the diameter perpendicular to the load, while the stress there is parallel to the load.

Assume linear elasticity, a membrane much thinner than the hole diameter (plane stress) and much wider than it, no out-of-plane deflection and no built-in tension. With engineering shear strain \(\gamma\) and shear stress \(\tau\),

\[
\begin{aligned}
\varepsilon_x&=s_{11}\sigma_x+s_{12}\sigma_y+s_{16}\tau,\\
\varepsilon_y&=s_{12}\sigma_x+s_{22}\sigma_y+s_{26}\tau,\\
\gamma&=s_{16}\sigma_x+s_{26}\sigma_y+s_{66}\tau .
\end{aligned}
\]

Use the rough, rounded room-temperature stiffnesses \(C_{11},C_{12},C_{44}=166,\,64,\,80\) GPa.

## (a) The characteristic equation

**Find the complex numbers \(\mu\) for which an Airy function \(U=F(x+\mu y)\) satisfies compatibility, and show that none is real.**

**Answer.** The definitions \(\sigma_x=U_{yy}\), \(\sigma_y=U_{xx}\), \(\tau=-U_{xy}\) satisfy equilibrium identically. For \(U=F(x+\mu y)\) they give

\[
(\sigma_x,\sigma_y,\tau)=(\mu^2,\,1,\,-\mu)\,F'' .
\]

Insert the resulting strains in the compatibility condition \(\varepsilon_{x,yy}+\varepsilon_{y,xx}-\gamma_{,xy}=0\). Each \(y\) derivative brings a factor \(\mu\), so

\[
\begin{aligned}
\big[&\mu^2(s_{11}\mu^2+s_{12}-s_{16}\mu)+(s_{12}\mu^2+s_{22}-s_{26}\mu)\\
&-\mu(s_{16}\mu^2+s_{26}-s_{66}\mu)\big]F''''=0 .
\end{aligned}
\]

Collecting powers gives

\[
s_{11}\mu^4-2s_{16}\mu^3+(2s_{12}+s_{66})\mu^2-2s_{26}\mu+s_{22}=0 .
\]

For real \(\mu\) the left side is twice the strain energy density of the real stress \((\mu^2,1,-\mu)\). That is positive, so no root is real. The coefficients are real, so the roots form two conjugate pairs. Let \(\mu_1,\mu_2\) be the two with positive imaginary part, and \(z_k=x+\mu_k y\).

## (b) The stress at P

**Solve for the field around the hole and express \(K\) through \(\mu_1\) and \(\mu_2\).**

**Answer.** Take first \(\mu_1\ne\mu_2\), and write

\[
U=\tfrac12\sigma y^2+2\,\mathrm{Re}\,[F_1(z_1)+F_2(z_2)],\qquad \phi_k=F_k' .
\]

The first term is the applied tension; the others must give stresses that vanish far away.

Let \(\ell\) be arc length along the edge, anticlockwise. The normal pointing away from the hole centre is \((dy/d\ell,-dx/d\ell)\). The traction components are then

\[
\begin{aligned}
t_x&=U_{yy}\frac{dy}{d\ell}+U_{xy}\frac{dx}{d\ell}=\frac{dU_y}{d\ell},\\
t_y&=-U_{xy}\frac{dy}{d\ell}-U_{xx}\frac{dx}{d\ell}=-\frac{dU_x}{d\ell}.
\end{aligned}
\]

A free edge therefore means constant \(U_x\) and \(U_y\). Both constants can be set to zero, because a linear function added to \(U\) changes no stress. With \(y=a\sin\theta\) on the edge,

\[
\begin{aligned}
2\,\mathrm{Re}(\phi_1+\phi_2)&=0,\\
2\,\mathrm{Re}(\mu_1\phi_1+\mu_2\phi_2)&=-\sigma a\sin\theta .
\end{aligned}
\]

In the variable \(z_k\) the circle is an ellipse. Introduce \(\zeta_k\) by

\[
z_k=\frac a2\left[(1-i\mu_k)\zeta_k+\frac{1+i\mu_k}{\zeta_k}\right].
\]

Putting \(\zeta_k=e^{i\theta}\) gives \(z_k=a(\cos\theta+\mu_k\sin\theta)\), so both variables equal \(e^{i\theta}\) on the edge. Two values of \(\zeta_k\) belong to each \(z_k\), and their product is \((1+i\mu_k)/(1-i\mu_k)\). Its modulus is below one because \(\mathrm{Im}\,\mu_k>0\). Hence at most one of the two lies outside the unit circle, and the exterior map is one-to-one.

Try \(\phi_k=C_k/\zeta_k\), which is single-valued and decays. Since \(\sin\theta=\mathrm{Re}(ie^{-i\theta})\), the edge conditions hold for every \(\theta\) if

\[
C_1+C_2=0,\qquad \mu_1C_1+\mu_2C_2=-\frac{i\sigma a}{2},
\]

and therefore

\[
C_1=-C_2=-\frac{i\sigma a}{2(\mu_1-\mu_2)} .
\]

The slope of the map is

\[
\frac{dz_k}{d\zeta_k}=\frac a2\left[(1-i\mu_k)-\frac{1+i\mu_k}{\zeta_k^2}\right].
\]

At P, \(\zeta_k=i\) and \(\zeta_k^2=-1\), so the slope is \(a\). Also \(d\phi_k/d\zeta_k=-C_k/\zeta_k^2=C_k\), hence \(\phi_k'(z_k)=C_k/a\). The stress is

\[
\begin{aligned}
\sigma_x=U_{yy}&=\sigma+2\,\mathrm{Re}(\mu_1^2\phi_1'+\mu_2^2\phi_2')\\
&=\sigma+2\,\mathrm{Re}\left[(\mu_1^2-\mu_2^2)\frac{C_1}{a}\right]\\
&=\sigma+\sigma\,\mathrm{Re}[-i(\mu_1+\mu_2)] .
\end{aligned}
\]

Since \(\mathrm{Re}(-iw)=\mathrm{Im}\,w\),

\[
K=1+\mathrm{Im}(\mu_1+\mu_2).
\]

No crystal symmetry was used. Equal roots are covered by continuity. The isotropic sheet is such a case: \(\mu_1=\mu_2=i\) and \(K=3\).

## (c) Tension along [100]

**Evaluate \(K\) for this load, and express it through the Young moduli \(E_{100}\) and \(E_{110}\).**

**Answer.** In cube axes \(s_{22}=s_{11}\), \(s_{66}=s_{44}\) and \(s_{16}=s_{26}=0\). The characteristic equation becomes

\[
\mu^4+\frac{2s_{12}+s_{44}}{s_{11}}\mu^2+1=0 .
\]

It contains even powers alone, so its roots are \(\pm\mu_1,\pm\mu_2\). Their product gives \((\mu_1\mu_2)^2=1\). The upper roots are either both imaginary or related by \(\mu_2=-\bar\mu_1\); in both cases \(\mu_1\mu_2\) is negative, so \(\mu_1\mu_2=-1\), and \(\mu_1+\mu_2=in\) with \(n>0\). Then

\[
-n^2=\mu_1^2+\mu_2^2+2\mu_1\mu_2=-\frac{2s_{12}+s_{44}}{s_{11}}-2 .
\]

To bring in the moduli, apply a tension \(T\) at angle \(\varphi\) from [100]. With \(p=\cos\varphi\), \(q=\sin\varphi\), its cube-axis components are \((p^2,q^2,pq)T\), and the strain along it is \(p^2\varepsilon_1+q^2\varepsilon_2+pq\gamma_{12}\). Thus

\[
\begin{aligned}
\frac1{E(\varphi)}&=s_{11}(p^4+q^4)+(2s_{12}+s_{44})p^2q^2\\
&=s_{11}-\tfrac14(2s_{11}-2s_{12}-s_{44})\sin^22\varphi .
\end{aligned}
\]

At \(0^\circ\) and \(45^\circ\) this gives

\[
\frac1{E_{100}}=s_{11},\qquad \frac1{E_{110}}=\frac{s_{11}+s_{12}}2+\frac{s_{44}}4,
\]

so that

\[
\frac1{E(\varphi)}=\frac{\cos^22\varphi}{E_{100}}+\frac{\sin^22\varphi}{E_{110}} .
\]

Comparison with \(n^2\) shows \(n^2=4E_{100}/E_{110}\), and

\[
K_{100}=1+2\sqrt{E_{100}/E_{110}} .
\]

For the numbers, consider uniaxial stress along a cube axis. Zero lateral stress requires \(C_{12}\varepsilon_1+(C_{11}+C_{12})\varepsilon_2=0\). Eliminating \(\varepsilon_2\) from \(\sigma_1=C_{11}\varepsilon_1+2C_{12}\varepsilon_2\) gives

\[
s_{11}=\frac{C_{11}+C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})}=\frac{230}{102\times294}\ \mathrm{GPa^{-1}} .
\]

This is 7.670 TPa\(^{-1}\). Likewise \(s_{12}=-s_{11}C_{12}/(C_{11}+C_{12})=-2.134\) TPa\(^{-1}\) and \(s_{44}=1/C_{44}=12.500\) TPa\(^{-1}\). Hence \(1/E_{110}=2.768+3.125=5.893\) TPa\(^{-1}\). The moduli are \(E_{100}=130.4\) GPa and \(E_{110}=169.7\) GPa, and

\[
K_{100}=1+2\sqrt{130.4/169.7}=2.75 .
\]

## (d) Turning the load

**Find \(K(\varphi)\), evaluate it for [110], and decide whether it rises steadily between the two directions.**

**Answer.** Let \(x,y\) be cube axes for the moment and \(x',y'\) load axes. Then \(x=px'-qy'\), \(y=qx'+py'\), and

\[
x+\mu y=(p+\mu q)(x'+\mu'y'),\qquad \mu'=\frac{\mu p-q}{p+\mu q}.
\]

So \(\mu'\) is the root in load axes. Its imaginary part is \(\mathrm{Im}\,\mu/|p+\mu q|^2>0\), so upper roots remain upper roots. Adding the two fractions, with \(\mu_1+\mu_2=in\) and \(\mu_1\mu_2=-1\),

\[
\begin{aligned}
\mu_1'+\mu_2'&=\frac{(p^2-q^2)(\mu_1+\mu_2)+2pq(\mu_1\mu_2-1)}{p^2+pq(\mu_1+\mu_2)+q^2\mu_1\mu_2}\\
&=\frac{in\cos2\varphi-2\sin2\varphi}{\cos2\varphi+\tfrac12in\sin2\varphi}.
\end{aligned}
\]

Multiply above and below by the conjugate of the denominator. The imaginary part of the numerator becomes \(n\cos^22\varphi+n\sin^22\varphi=n\), so

\[
K(\varphi)=1+\frac{n}{\cos^22\varphi+\tfrac14n^2\sin^22\varphi}.
\]

Because \(n^2/4=E_{100}/E_{110}\), the denominator is \(E_{100}/E(\varphi)\). Therefore

\[
K(\varphi)=1+\frac{2E(\varphi)}{\sqrt{E_{100}E_{110}}} .
\]

For [110],

\[
K_{110}=1+2\sqrt{169.7/130.4}=3.28 .
\]

The stress at P is 19% higher than for [100] at the same load. Since \(E_{110}>E_{100}\), the modulus \(E(\varphi)\) grows steadily from \(0^\circ\) to \(45^\circ\), and so does \(K\). In a cubic crystal with \(E_{110}<E_{100}\) it would fall. The two end values obey \((K_{100}-1)(K_{110}-1)=4\): within this model one lies above the isotropic value 3 and the other below it, unless both equal 3.

A direct numerical solution of the elastic boundary-value problem, without complex potentials, gives 2.7529, 2.9825 and 3.2814 at \(0^\circ\), \(22.5^\circ\) and \(45^\circ\). The formula gives 2.7531, 2.9828 and 3.2817. In the numerical solution the disturbance was set to zero at 200 hole radii; moving that boundary in to 100 radii changed \(K\) by at most 0.0009, and a coarser resolution by at most 0.0010.

## (e) Is P the most highly stressed edge point?

**Answer this for [100] and [110] loads, then comment on a load at \(22.5^\circ\).**

**Answer.** Integrating the strains gives displacements made of terms linear in \(x,y\), multiples of \(\phi_k\), and a rigid motion. On the edge \(\phi_k=C_ke^{-i\theta}\), so apart from a translation both displacement components are linear in \(\cos\theta\) and \(\sin\theta\). The hoop strain is the \(\theta\) derivative of the displacement, projected on the tangent \((-\sin\theta,\cos\theta)\) and divided by \(a\). It is therefore quadratic in \(\cos\theta,\sin\theta\). For the two symmetric loads, reflection in the load axis removes the product term:

\[
\varepsilon_\theta=A\cos^2\theta+B\sin^2\theta .
\]

The free edge carries hoop stress alone, so \(\varepsilon_\theta=\sigma_\theta/E_t\), where \(E_t\) is the modulus along the tangent. Let \(E_L\) be the modulus along the load. At P this gives \(B=K\sigma/E_L\).

At \(\theta=0\), \(\zeta_k=1\) and \(dz_k/d\zeta_k=-ia\mu_k\), so \(\phi_k'=C_k/(ia\mu_k)\). Hence

\[
\begin{aligned}
\sigma_y&=2\,\mathrm{Re}\left[\frac{C_1}{ia}\left(\frac1{\mu_1}-\frac1{\mu_2}\right)\right]\\
&=2\,\mathrm{Re}\left[\frac{C_1(\mu_2-\mu_1)}{ia\mu_1\mu_2}\right]=\frac{\sigma}{\mu_1\mu_2}=-\sigma .
\end{aligned}
\]

The last step holds in both sets of axes, since each has the square symmetry used in (c). The modulus across the load equals \(E_L\) by the fourfold symmetry, so \(A=-\sigma/E_L\) and

\[
\frac{\sigma_\theta}{\sigma}=\frac{E_t}{E_L}\,(K\sin^2\theta-\cos^2\theta).
\]

Let \(E_D\) be the modulus at \(45^\circ\) to the load, \(g=1-E_L/E_D\) and \(w=\sin^2\theta\). The modulus law of (c) gives \(E_L/E_t=1-g\sin^22\theta=1-4gw(1-w)\), which is positive. Then

\[
K-\frac{\sigma_\theta}{\sigma}=\frac{(1-w)(K+1-4gKw)}{1-4gw(1-w)} .
\]

For [100], \(g=1-5.893/7.670=0.232\); the second bracket is smallest at \(w=1\), where it is 1.20. For [110], \(g\) is negative and the bracket is at least \(K+1\). The difference is thus never negative, and P carries the largest edge stress in both cases.

At \(22.5^\circ\) the reflection symmetry is absent. Evaluating the potentials around the edge gives a maximum of \(3.08\sigma\) at \(\theta=98.1^\circ\), against \(2.98\sigma\) at P. The tangent there is turned by \(8.1^\circ\) from the load towards [110]. At this load angle the law \(K(\varphi)\) therefore gives the stress at P, not the edge maximum.

## (f) A membrane under load

**A membrane 1 µm thick and 1 mm wide has a hole of radius 10 µm and carries 50 MPa. Compare the stress and strain at P for the two load directions, and judge the assumptions.**

**Answer.** With the applied stress held fixed, the unrounded factors give 138 MPa for [100] and 164 MPa for [110]. Dividing by the respective moduli gives strains of 0.106% and 0.097%. The larger stress comes with the smaller strain, because

\[
\varepsilon_P=\frac{K\sigma}{E(\varphi)}=\sigma\left[\frac1{E(\varphi)}+\frac2{\sqrt{E_{100}E_{110}}}\right].
\]

The second term does not depend on load direction; the first falls as the modulus rises. If the failure limit is taken to be the same for both directions, a stress criterion and a strain criterion would therefore rank them differently.

The neglected effects have these sizes:

- **Elastic constants.** A common scale factor cancels in \(K\). Independent errors of 1% in the three constants give 2.74 to 2.77 for [100] and 3.26 to 3.30 for [110], so inputs that uncertain do not distinguish 2.75 from 2.76. In lightly doped silicon, warming by 100 K also changes each constant by roughly 1%, but all three fall together and the common part cancels, so its effect on \(K\) is much smaller.
- **Thickness.** It is 0.05 of the hole diameter. The opposite limit, plane strain in the interior of a very thick plate, gives 2.73 and 3.31, a shift of about 1%. The two limits do not bound the effect of thickness. An isotropic plate has \(K=3\) in both, yet for \(\nu=0.278\) and a thickness equal to the hole diameter the three-dimensional factor is about 3.1 at mid-thickness and 2.7 at the faces. At 0.05 of the diameter it stays within about 0.1% of 3.
- **Width.** At the membrane side, 50 radii away, no stress component of the infinite-sheet disturbance exceeds 0.07% of the load for either load direction.
- **Wrinkling.** The edge at \(\theta=0\) is compressed by 50 MPa. A strip as long as the hole diameter buckles at about \(\pi^2E_{100}h^2/[12(1-\nu^2)(2a)^2]\approx290\) MPa, with \(h\) the thickness and \(\nu=0.278\). This is a low estimate, not the threshold for the real shape. By (e), the compressed part of the edge reaches only about \(31^\circ\) to either side of the load axis for [100], so it is about half as long as the strip, and the tension around it resists out-of-plane bending. The threshold also falls as \(h^2\), so a much thinner membrane could wrinkle.
- **Strength.** The larger peak is 0.16 of a rough strength of 1000 MPa. Etching flaws can lower the strength and raise the stress locally, so this ratio is not a safety factor.

Built-in tension was also left out. Let an equal biaxial tension \(\sigma_0\) be present. By superposition, its part along the load adds \(K\sigma_0\) at P and its part across the load adds \(-\sigma_0\), by the result at \(\theta=0\) in (e). The total is \((K-1)\sigma_0\). For \(\sigma_0=50\) MPa this is 88 MPa for [100] and 114 MPa for [110], far more than the corrections to \(K\) listed above. The factors 2.75 and 3.28 then apply to the added uniaxial load, not to the total stress. The remaining figures are in the numerical output.

## Numbers as computed

```
Rough silicon inputs C11, C12, C44: 166, 64, 80 GPa
Compliances s11, s12, s44: 7.670, -2.134, 12.500 1/TPa
Young modulus along [100], [110]: 130.4, 169.7 GPa
In-plane Poisson ratio, load [100], [110]: 0.278, 0.061 (no unit)
Roots for load [100]: -0.4813+0.8765j, 0.4813+0.8765j (no unit)
Roots for load [110]: -0.0000+1.6900j, -0.0000+0.5917j (no unit)
K for load [100], closed law: 2.7531 (no unit)
K for load [110], closed law: 3.2817 (no unit)
K for load at 22.5 degrees: 2.9828 (no unit)
K from direct solution at 0, 22.5, 45 degrees: 2.7529, 2.9825, 3.2814 (no unit)
Product (K100-1)(K110-1), from roots: 4.0000 (no unit)
Rise of K from [100] to [110]: 19.2 %
Largest K shift on changing resolution: 9.6e-04 (no unit)
Largest K shift, outer radius 100 to 200 radii: 8.5e-04 (no unit)
Largest field difference / load: 1.8e-04 (no unit)
Largest edge-law difference / load: 2.8e-04 (no unit)
Peak-condition margins, [100], [110]: 1.202, 8.240 (no unit)
Load at 22.5 degrees, edge maximum / load: 3.0836 (no unit)
Its position measured from the load: 98.1 degrees
Applied tension: 50 MPa
Hole radius, membrane thickness, width: 10, 1, 1000 um
Peak stress, load [100], [110]: 137.7, 164.1 MPa
Peak strain, load [100], [110]: 0.1056, 0.0967 %
Rough drift of constants over 100 K: 1.0 %
K100 range for independent changes of that size: 2.737 to 2.769 (no unit)
K110 range for independent changes of that size: 3.261 to 3.303 (no unit)
Thick-plate plane-strain K, [100], [110]: 2.731, 3.311 (no unit)
Thickness / hole diameter: 0.050 (no unit)
Stress disturbance at membrane side, [100], [110]: 0.020, 0.020 % of load
Rough local wrinkling stress scale: 291 MPa
Rough fracture strength used for comparison: 1000 MPa
Largest peak stress / rough strength: 0.16 (no unit)
```
